# Twist Curvature, Drude Weight and k-Point Error in One-Dimensional Metals and Insulators

A supercell calculation leaves a choice: enlarge the cell, add a uniform grid of twists, or average over random twists. One cheap number informs it, the curvature $E''(\theta)$ of the ground-state energy with respect to the twist. On the clean one-dimensional rings treated below, taken at a twist where the ground state is isolated, it gives the Drude weight, the part of the current that lasts after a field pulse. It also sets the scale of the twist error in the metal at its symmetric filling, and in an insulator whose ring is large enough to resolve the gap.

Conventions: spinless electrons of charge $-1$ on a clean ring of $L$ sites, with $\hbar=e=$ site spacing $=1$. Energies are in units of the hopping $t$. A vector potential $A$ shifts every site momentum by $A=\theta/L$:

$$H(A)=-t\sum_j\left(e^{-iA}c^\dagger_{j+1}c_j+\text{h.c.}\right)+U,$$

where $U$ contains site energies and short-range repulsion. A prime on $E$ means $d/d\theta$.

## 1. Simple case: a metallic ring

Let $U=0$, with an odd number $N_e$ of electrons and filling $\nu=N_e/L$. The allowed momenta are $(2\pi n+\theta)/L$. For $|\theta|\le\pi$ the lowest $N_e$ levels have $n=-(N_e-1)/2,\dots,(N_e-1)/2$. The sine parts cancel in pairs and the cosines form a geometric sum:

$$E(\theta)=-2t\cos\frac{\theta}{L}\,\frac{\sin\pi\nu}{\sin(\pi/L)} .$$

Differentiate twice and use $\sin(\pi/L)\approx\pi/L$. With $k_F=\pi\nu$ and $v_F=2t\sin k_F$,

$$E''(0)=\frac{2t\sin\pi\nu}{L^2\sin(\pi/L)}\;\to\;\frac{v_F}{\pi L}.$$

The average of $\cos(\theta/L)$ over $(-\pi,\pi)$ is $(L/\pi)\sin(\pi/L)$. The twist average is therefore $\bar E=-2tL\sin(\pi\nu)/\pi$, which equals the bulk integral $L\int_{-k_F}^{k_F}(-2t\cos k)\,dk/2\pi$. Since $1/\sin x-1/x\approx x/6$, the error of the untwisted mesh is

$$E(0)-\bar E\approx-\frac{\pi v_F}{6L}=-\frac{\pi^2}{6}E''(0).$$

For $L=50$, $N_e=25$, the curvature is $0.01274\,t$ and the mesh error is $-0.02095\,t$. Their ratio is $-1.645$, as predicted.

For even $N_e$ the symmetric filling occurs at $\theta=\pi$, where the metal's curvature must then be taken; at $\theta=0$ two fillings cross.

## 2. What the curvature measures

Now allow any $U$ symmetric under reflection, and assume an isolated ground state $|0\rangle$ at $\theta=0$. Write $P=\partial H/\partial A$ and $K=\partial^2H/\partial A^2$ at $A=0$, so that $H(A)=H(0)+AP+\tfrac12A^2K+\dots$ Reflection reverses $A$, hence $\langle P\rangle=0$. Second-order perturbation theory gives

$$E=E_0+A^2\left[\tfrac12\langle K\rangle-\sum_{n\ne0}\frac{|\langle n|P|0\rangle|^2}{E_n-E_0}\right].$$

Because $d^2E/dA^2=L^2E''$,

$$L^2E''(0)=\langle K\rangle-2\sum_{n\neq0}\frac{|\langle n|P|0\rangle|^2}{E_n-E_0}.$$

To identify this with a conductivity, switch $A$ on suddenly at time zero. The field is $-dA/d\tau=-A\,\delta(\tau)$, so the current density is $j(\tau)=-A\,\sigma(\tau)$. If $\sigma(\tau)$ has a lasting part $\sigma_\infty$ for $\tau>0$, its Fourier transform contains $\sigma_\infty\pi\delta(\omega)$ in the real part. The Drude weight, defined by $\operatorname{Re}\sigma(\omega)=D_L\delta(\omega)+\dots$, is therefore $D_L=\pi\sigma_\infty$.

The lasting current follows from expanding $|0\rangle$ in eigenstates of $H(A)$. Excited amplitudes are of order $A$. Their interference with the ground state oscillates at nonzero frequency and averages to zero; their populations are of order $A^2$. To first order the mean current is thus that of the new ground state. With $j=-(1/L)\partial H/\partial A$ and the Hellmann–Feynman theorem,

$$\bar j=-\frac1L\frac{dE}{dA}=-\frac1L\,A L^2E''=-A\,LE''.$$

Comparison with $\bar j=-A D_L/\pi$ gives

$$\boxed{D_L=\pi L\,E''(0)}$$

The time average is taken at finite $L$, and $L$ is enlarged afterwards. For the free metal $D_L\to v_F$; at 50 sites $\pi\times50\times0.01274\,t=2.001\,t$, against $v_F=2\,t$.

Immediately after the step the state is still $|0\rangle$, so $j=-A\langle K\rangle/L$. Hence $\sigma(0^+)=\langle K\rangle/L$. Integrating $e^{i\omega\tau}$ over all $\omega$ gives $2\pi\delta(\tau)$, of which half lies at $\tau>0$, so the total weight $\int_{-\infty}^{\infty}\operatorname{Re}\sigma(\omega)\,d\omega=\pi\sigma(0^+)$ is $\pi\langle K\rangle/L$, and the perturbation sum is the part that does not last. On 10 half-filled sites with neighbour repulsion $V=t$, the lasting weight is $1.987\,t$ out of $1.997\,t$. Adding site energies $\pm\Delta$ with $\Delta=t$ leaves $0.032\,t$ out of $1.434\,t$, about 2%. The program tests that curvature, perturbation sum and simulated pulse agree in both cases.

## 3. A filled band

Set $V=0$ and keep the alternating site energies $\pm\Delta$. They couple site momenta $q$ and $q+\pi$, whose hopping energies are $\mp2t\cos q$. The $2\times2$ matrix has eigenvalues $\pm\sqrt{\Delta^2+4t^2\cos^2q}$. With two sites per cell, $k=2q$ and $N=L/2$, the lower band is

$$\varepsilon(k)=-\sqrt{\Delta^2+2t^2+2t^2\cos k}.$$

The twist shifts $k$ by $2\theta/L=\theta/N$. Fill this band with $N$ electrons and expand $\varepsilon(k)=\sum_R\varepsilon_Re^{ikR}$. Summing $e^{ikR}$ over $k=(2\pi n+\theta)/N$ gives $Ne^{im\theta}$ if $R=mN$, and zero otherwise. Since $\varepsilon_R=\varepsilon_{-R}$,

$$E_N(\theta)=N\varepsilon_0+2N\sum_{m\ge1}\varepsilon_{mN}\cos m\theta .$$

The bulk energy is $N\varepsilon_0$, so

$$E_N(0)-N\varepsilon_0=2N\sum_{m\ge1}\varepsilon_{mN},\qquad E_N''(0)=-2N\sum_{m\ge1}m^2\varepsilon_{mN}.$$

When the first harmonic dominates, the mesh error is minus the curvature. Both inherit the decay of $\varepsilon_N$.

**The exponent.** Define $\cosh\kappa=1+\Delta^2/2t^2$, equivalently $\sinh(\kappa/2)=\Delta/2t$. The root vanishes at $k=\pi+i\kappa$, so $\kappa$ is the distance of the branch point from the real axis. With $\lambda=e^{-\kappa}$,

$$(1+\lambda e^{ik})(1+\lambda e^{-ik})=2\lambda(\cosh\kappa+\cos k),$$

$$\varepsilon(k)=-t\lambda^{-1/2}(1+\lambda e^{ik})^{1/2}(1+\lambda e^{-ik})^{1/2}.$$

Let $b_j=\binom{1/2}{j}$. Multiplying the two binomial series and collecting $e^{ikR}$,

$$\varepsilon_R=-t\lambda^{-1/2}\sum_{j\ge0}b_jb_{j+R}\lambda^{2j+R}.$$

For large $R$, Stirling's formula applied to $b_R=(-1)^{R-1}\binom{2R}{R}/[4^R(2R-1)]$ gives

$$b_R\approx\frac{(-1)^{R-1}}{2\sqrt\pi R^{3/2}}\left(1+\frac{3}{8R}\right).$$

The ratio $b_{n+1}/b_n=-(n-\frac12)/(n+1)$ gives $b_{j+R}\approx(-1)^jb_R(1-3j/2R)$. Set $x=\lambda^2$. The two sums needed are

$$\sum_jb_j(-x)^j=\sqrt{1-x},\qquad \sum_jjb_j(-x)^j=x\frac{d}{dx}\sqrt{1-x}=-\frac{x}{2\sqrt{1-x}}.$$

The relative $1/R$ corrections add to

$$\frac38+\frac{3x}{4(1-x)}=\frac38\,\frac{1+x}{1-x}=\frac38\coth\kappa .$$

Also $\lambda^{-1/2}\sqrt{1-\lambda^2}=\sqrt{2\sinh\kappa}$. Therefore

$$\varepsilon_R\approx(-1)^R\frac{t\sqrt{2\sinh\kappa}}{2\sqrt\pi R^{3/2}}e^{-\kappa R}\left[1+\frac{3\coth\kappa}{8R}\right],$$

and from $E''_N(0)\approx-2N\varepsilon_N$,

$$\boxed{E_N''(0)\approx(-1)^{N+1}t\sqrt{\frac{2\sinh\kappa}{\pi N}}\,e^{-\kappa N}\left[1+\frac{3\coth\kappa}{8N}\right]}$$

For $\Delta=t$, $\kappa=0.9624$ per cell. At $N=10$ the leading factor is $0.8437\,t\times e^{-9.624}/\sqrt{10}=1.764\times10^{-5}\,t$. The correction $1+0.503/10$ raises it to $1.852\times10^{-5}\,t$. Direct summation gives $E''=-1.855\times10^{-5}\,t$ and a mesh error of $+1.855\times10^{-5}\,t$.

**Limits.** For $\Delta\gg t$, $\kappa\approx2\ln(\Delta/t)$, with next term $2t^2/\Delta^2$, so as long as $2N\ll\Delta^2/t^2$ also $e^{-\kappa N}\approx(t/\Delta)^{2N}$: a phase $e^{i\theta}$ requires $L=2N$ net hops, each contributing $e^{i\theta/L}$. For $\Delta\ll t$, $\kappa\approx\Delta/t$ and the correction becomes $3/(8\kappa N)$. The asymptotic law then needs $N\gg t/\Delta$; a smaller ring has not yet resolved its gap. For even $N$ the curvature then stops measuring the mesh error: $k=\pi$ lies on the mesh at $\theta=0$, its level $-\sqrt{\Delta^2+t^2\theta^2/N^2}$ contributes $-t^2/(N^2\Delta)$ to $E''(0)$, and this grows without bound as $\Delta\to0$ while the mesh error stays of order $t/L$.

For even $N$, $E''(0)$ is negative because $\theta=0$ is a maximum of the leading cosine. This is a finite-ring response, and it vanishes exponentially with $N$.

## 4. Uniform or random twists

**Uniform.** Take $\theta_s=2\pi s/M$. The momenta become $2\pi(Mn+s)/(NM)$, the mesh of a ring with $NM$ cells. The mean energy is $E_{NM}(0)/M$, so the filled-band error is $2N\varepsilon_{NM}$ at leading order.

For the metal take $N_e$ odd, $M$ odd and $s$ symmetric about zero (for even $N_e$ the grid must be centred on $\theta=\pi$; centred on zero, its error is $+\pi v_F/(3LM^2)$ instead). The occupied momenta fill one contiguous interval of the finer mesh, and the error is

$$\frac1M\left(-\frac{\pi v_F}{6LM}\right)=-\frac{\pi v_F}{6LM^2}.$$

**Random.** Draw $M$ independent twists uniformly from $(-\pi,\pi)$, keeping the particle number fixed. In the insulator, when the first harmonic dominates ($N\gg t/\Delta$ for a small gap), $E\approx N\varepsilon_0+2N\varepsilon_N\cos\theta$, and $\cos\theta$ has variance $1/2$. One twist has standard deviation $\sqrt2N|\varepsilon_N|=|E''|/\sqrt2$.

In the metal $E\approx E(0)+\tfrac12E''\theta^2$. The variance of $\theta^2$ is $\pi^4/5-\pi^4/9=4\pi^4/45$, so one twist has standard deviation $\tfrac12E''\cdot2\pi^2/(3\sqrt5)$. Dividing by $\sqrt M$,

$$s_{\rm ins}=\frac{|E''|}{\sqrt{2M}},\qquad s_{\rm met}=\frac{\pi^2E''}{3\sqrt{5M}} .$$

Total-energy errors for the 50-site metal and the 10-cell insulator, in units of $t$:

| Sampling | Metal | Insulator |
|---|---:|---:|
| $\theta=0$ | $-2.1\times10^{-2}$ | $1.9\times10^{-5}$ |
| 5 uniform | $-8.4\times10^{-4}$ | $3.0\times10^{-23}$ |
| 5 random, standard error | $8.4\times10^{-3}$ | $5.9\times10^{-6}$ |

For these independent-electron rings the uniform grid is the better use of five twists. Random sampling reduces the noise as $M^{-1/2}$ in both, while the uniform error falls as $M^{-2}$ in the metal and exponentially in the insulator.

## 5. Adding interactions

A gauge transformation can collect the whole twist on one bond as $e^{-i\theta}$, so the spectrum has period $2\pi$. Write $E(\theta)=\sum_mE_me^{im\theta}$. The assumption that replaces the filled band is this: for some $\kappa'$ independent of $N$, the ground-state level continues analytically to $|\operatorname{Im}\theta|\le\kappa'N$, stays isolated there, and returns to itself after $\theta\to\theta+2\pi$.

With $L=2N$, the hopping factors on the edge of this strip have magnitude $e^{\pm\kappa'/2}$, independent of $N$. For short-range terms $\|H\|\le CN$, hence $|E|\le CN$. For $m<0$, move the integral

$$E_m=\frac1{2\pi}\int_{-\pi}^{\pi}E(\theta)e^{-im\theta}d\theta$$

up to $\operatorname{Im}\theta=\kappa'N$. The vertical sides cancel by periodicity, and the exponential contributes $e^{m\kappa'N}=e^{-|m|\kappa'N}$. Reflection gives $E_{-m}=E_m$, so

$$|E_m|\le CN e^{-|m|\kappa'N},\qquad E''(0)=-2\sum_{m\ge1}m^2E_m=O(Ne^{-\kappa'N}).$$

The Drude weight therefore vanishes exponentially: $D_L=\pi LE''(0)=O(N^2e^{-\kappa'N})$. In the filled band the strip can be widened up to the branch point, so any $\kappa'<\kappa$ is allowed. In the free metal the argument fails on the real axis: a level crossing, at $\theta=\pi$ for odd $N_e$ and at $\theta=0$ for even $N_e$, puts a cusp in $E(\theta)$.

For $\Delta=V=t$, exact diagonalization gives:

| Cells | $E''(0)/t$ | $[E(0)-\bar E]/t$ | $\bar E/(Nt)$ |
|---:|---:|---:|---:|
| 3 | $0.01771$ | $-0.01817$ | $-1.541349$ |
| 4 | $-0.00429$ | $0.00425$ | $-1.541115$ |
| 5 | $0.00103$ | $-0.00103$ | $-1.541098$ |
| 6 | $-0.000258$ | $0.000258$ | $-1.541097$ |

From one size to the next the curvature falls at rates between 1.38 and 1.43 per cell. These are small-ring rates that include the prefactor, not a determination of the asymptotic exponent. At $\operatorname{Im}\theta=0.6N$ the lowest level stays separated in real part by at least $2.3\,t$ at the sampled twists for 3 to 5 cells, and the shifted integral reproduces $E_1$. This supports the assumption at those sizes without proving it for all $N$.

The last column marks a limit of the criterion. For the independent-electron rings of Sections 1 and 3 (the single-band metal and the filled band), the twist average per cell is the bulk energy at every size. With repulsion it still changes, by $2.3\times10^{-4}\,t$ from 3 to 4 cells. The curvature diagnoses the twist-dependent error; the size error left in $\bar E$ has to be checked by enlarging the cell. In the insulator above it is small beside the twist error. In the interacting metal below ($\Delta=0$, $V=t$, Bethe-ansatz bulk energy $-t/2$ per site) it falls only as $1/L$ and stays about a third of the twist error: $-0.025\,t$ against $-0.073\,t$ at 14 sites (this comparison is not among the program's tests).

Removing the site energies but keeping $V=t$ gives $D_L=2.053$, $1.987$ and $1.969\,t$ for 6, 10 and 14 sites. The shrinking changes are consistent with a finite limit, which the derivation above establishes for independent electrons. Disordered metals, long-range forces and higher dimensions lie outside these derivations. The program tests the boxed formulas and the sampling laws at $\Delta=t$ and $M=5$, together with the finite rings quoted here; the limits $\Delta\gg t$ and $\Delta\ll t$ and the even-$N_e$ metal are argued but not tested.

## Calculated quantities

```
Delta = 1.0 t, V = 1.0 t, kappa = 0.962424 per cell
band energy per cell, infinite ring = -1.67760997 t
filled band: cells, E''(0) [t], mesh error [t], E''/asymptotic law
   10 -1.854769e-05  1.854642e-05 1.051659
   20 -8.453901e-10  8.453900e-10 1.025440
   40 -2.579786e-18  2.579786e-18 1.012645
   80 -3.462023e-35  3.462023e-35 1.006305
1/N correction: from 80 cells 0.5044, formula 0.5031
free metal, 50 sites, 25 electrons: v_F = 2.000000 t
  E''(0) = 1.274078e-02 t, D = 2.001317 t
  mesh error = -2.095360e-02 t, error/E'' = -1.64461
5 uniform twists, error: metal -8.3777e-04 t, insulator (10 cells) 3.0431e-23 t
5 random twists, standard error: sampled / formula
  metal     8.3627e-03 / 8.3831e-03 t
  insulator 5.8430e-06 / 5.8653e-06 t
interacting insulator: cells, E''(0) [t], E(0)-mean [t], D [t], mean/cell [t]
  3  1.770611e-02 -1.817283e-02  0.333752 -1.541348966
  4 -4.285575e-03  4.254271e-03 -0.107708 -1.541115474
  5  1.028792e-03 -1.030915e-03  0.032320 -1.541098318
  6 -2.582014e-04  2.580649e-04 -0.009734 -1.541096922
  3->4 cells: decay rate of E'' 1.4187 per cell, change of mean/cell 2.335e-04 t
  4->5 cells: decay rate of E'' 1.4269 per cell, change of mean/cell 1.716e-05 t
  5->6 cells: decay rate of E'' 1.3824 per cell, change of mean/cell 1.396e-06 t
complex twist, Im(theta) = 0.6 N: cells, E_1 real path, E_1 shifted, gap [t]
  3 -9.165959e-03 -9.165959e-03 2.3328
  4  2.121928e-03  2.121928e-03 2.4528
  5 -5.158062e-04 -5.158062e-04 2.5292
interacting metal, D for 6, 10, 14 sites = 2.05325, 1.98692, 1.96854 t
10 sites: D from curvature, perturbation sum, pulse; total weight [t]
  metal     1.986918 1.986919 1.986919; 1.997191
  insulator 0.032320 0.032322 0.032318; 1.434322
```
